# Threshold phase space for n particles: power, coefficient and first correction

## The decision

Suppose a calculation needs the rate for producing $\mu^+\mu^-\tau^+\tau^-$ at 10 MeV above threshold. Two choices come first: whether the phase-space integral must be done numerically, and whether terms of the amplitude that are linear in the momenta may be dropped. Both depend on how the integral behaves when the excess energy is small, and on the size of the first correction.

Take $\hbar=c=1$. Let $n\ge 2$ particles have masses $m_i>0$, with $M=\sum_i m_i$ and total centre-of-mass energy $W=\sqrt s=M+T$. The phase space is

$$\Phi_n=\int\prod_{i=1}^n\frac{d^3p_i}{(2\pi)^3\,2E_i}\,(2\pi)^4\,\delta^4\Big(P-\sum_i p_i\Big).$$

The regime is $T$ much smaller than the lightest mass. Particles are treated as distinguishable; each set of $N$ identical ones brings a factor $1/N!$.

## The power

Momentum conservation leaves $n-1$ free momenta. Set $\mathbf p_i=\sqrt T\,\mathbf x_i$. The measure then gives $T^{3(n-1)/2}$. Since $E_i-m_i=T x_i^2/2m_i+O(T^2)$, the energy delta function becomes

$$\delta\Big(T-\sum_i (E_i-m_i)\Big)=\frac1T\,\delta\Big(1-\sum_i\frac{x_i^2}{2m_i}+O(T)\Big).$$

The power is therefore $3(n-1)/2-1=(3n-5)/2$. Each $E_i=\sqrt{m_i^2+Tx_i^2}$ has a power series in $T$, so the corrections are whole powers of $T$ relative to the leading term.

## The coefficient

At leading order $2E_i\to 2m_i$, and

$$\Phi_n\simeq(2\pi)^{4-3n}\prod_i\frac1{2m_i}\;I_n(T),$$

$$I_n=\int\prod_i d^3p_i\;\delta^3\Big(\sum_i\mathbf p_i\Big)\,\delta\Big(T-\sum_i\frac{p_i^2}{2m_i}\Big).$$

A Laplace transform in $T$ turns the energy constraint into a product of Gaussians. Write the momentum delta function as $\int d^3r\,e^{i\mathbf r\cdot\sum\mathbf p_i}/(2\pi)^3$. Each momentum integral is

$$\int d^3p\,e^{-bp^2/2m+i\mathbf r\cdot\mathbf p}=\Big(\frac{2\pi m}{b}\Big)^{3/2}e^{-mr^2/2b}.$$

The exponents add up to $-Mr^2/2b$, and the integral over $\mathbf r$ gives $(2\pi)^{-3}(2\pi b/M)^{3/2}=(b/2\pi M)^{3/2}$. Hence

$$\int_0^\infty dT\,e^{-bT}I_n=\Big(\frac{2\pi}{b}\Big)^{k}\Big(\frac{\prod_i m_i}{M}\Big)^{3/2},\qquad k=\frac{3(n-1)}2 .$$

Because $\int_0^\infty dT\,e^{-bT}T^{k-1}=\Gamma(k)\,b^{-k}$, the inverse replaces $b^{-k}$ by $T^{k-1}/\Gamma(k)$. The powers of $2\pi$ combine to $4-3n+k=(5-3n)/2$, and the masses to $(\prod m_i)^{3/2-1}$:

$$\boxed{\Phi_n\simeq\frac{(2\pi)^{(5-3n)/2}}{2^n}\,\frac{(\prod_i m_i)^{1/2}}{M^{3/2}}\,\frac{T^{(3n-5)/2}}{\Gamma\big(\tfrac{3(n-1)}2\big)}}$$

For $n=3$ this is $\sqrt{m_1m_2m_3}\,T^2/(64\pi^2M^{3/2})$.

For $n=2$ the full integral is elementary. With relative momentum $q$, the derivative of $E_1+E_2$ is $q/E_1+q/E_2=qW/(E_1E_2)$, so

$$\Phi_2=\frac{4\pi q^2}{(2\pi)^2\,4E_1E_2}\,\frac{E_1E_2}{qW}=\frac{q}{4\pi W}.$$

Near threshold $q\simeq\sqrt{2m_1m_2T/M}$. This gives $\sqrt{2m_1m_2T}/(4\pi M^{3/2})$, in agreement with the boxed formula because $\Gamma(3/2)=\sqrt\pi/2$.

## The first correction

Now keep the relativistic energies and integrate $e^{-bP^0}\Phi_n$ over all four-momenta $P$. Define

$$J(m)=\int\frac{d^3p}{2E}\,e^{-bE}=2\pi\int_m^\infty dE\,\sqrt{E^2-m^2}\;e^{-bE},$$

where $p\,dp=E\,dE$ was used. Inserting the definition of $\Phi_n$, the delta function removes the integral over $P$ and leaves $(2\pi)^{4-3n}\prod_iJ(m_i)$. Alternatively, at fixed $\mathbf P$ we have $dP^0=ds/(2P^0)$, so the integral over $\mathbf P$ gives $J(W)$. With $ds=2W\,dT$,

$$\int_0^\infty dT\;2W\,J(W)\,\Phi_n=(2\pi)^{4-3n}\prod_iJ(m_i).$$

Large $b$ selects small $T$. To expand $J$, put $E=m+\epsilon$, so that $\sqrt{E^2-m^2}=\sqrt{2m\epsilon}\,(1+\epsilon/4m+\dots)$. The average of $\epsilon$ with weight $\epsilon^{1/2}e^{-b\epsilon}$ is $3/(2b)$, hence

$$J(m)=\frac{1}{2m}\Big(\frac{2\pi m}{b}\Big)^{3/2}e^{-bm}\Big(1+\frac{3}{8bm}+\dots\Big).$$

Insert this on both sides, multiply by $e^{bM}$ and divide by $(2\pi/b)^{3/2}$:

$$\int_0^\infty dT\,e^{-bT}\,W^{3/2}\Phi_n\Big(1+\frac3{8bW}\Big)\simeq D\,b^{-k}\Big(1+\frac3{8b}\sum_i\frac1{m_i}\Big),$$

with $D$ independent of $b$. Write $W^{3/2}\Phi_n=A\,T^{k-1}(1+aT+\dots)$. Since $\Gamma(k+1)/\Gamma(k)=k$, the left side is $A\,\Gamma(k)\,b^{-k}[1+ak/b+3/(8bM)+\dots]$. Matching the $1/b$ terms gives

$$a=\frac{3}{8k}\Big(\sum_i\frac1{m_i}-\frac1M\Big)=\frac1{4(n-1)}\Big(\sum_i\frac1{m_i}-\frac1M\Big).$$

Dividing by $W^{3/2}=M^{3/2}(1+3T/2M+\dots)$ subtracts $3/(2M)$. The boxed formula is thus multiplied by $1+cT+O(T^2)$, where

$$\boxed{c=\frac1{4(n-1)}\Big(\sum_i\frac1{m_i}-\frac1M\Big)-\frac3{2M}}$$

For equal masses $M=nm$ and

$$c=\frac{n^2-1}{4n(n-1)m}-\frac{6}{4nm}=\frac{n-5}{4nm}.$$

The correction is negative for $n<5$, zero for $n=5$ and positive for $n>5$. At $n=2$ it is $-3/(8m)$. The direct expansion agrees: $q=\sqrt{mT}\,(1+T/8m)$ and $1/W=(1-T/2m)/2m$ give $1/8-1/2=-3/8$.

If one mass $m_\ell$ is far smaller than the others, $c\simeq 1/[4(n-1)m_\ell]$, so the lightest particle sets the range of the law. For a massless particle the expansion fails. Then $J(0)=2\pi\int_0^\infty E\,e^{-bE}dE=2\pi/b^2$, which replaces a factor $b^{-3/2}$ by $b^{-2}$ and raises the power of $T$ by one half. Two massive particles and one massless one give $T^{5/2}$ instead of $T^2$.

## Orbital momentum

Let $M_a=m_1+\dots+m_a$ and $\mathbf P_a=\mathbf p_1+\dots+\mathbf p_a$. The Jacobi momentum $\mathbf q_a$ describes particle $a+1$ relative to the first $a$:

$$\mathbf q_a=\frac{M_a\mathbf p_{a+1}-m_{a+1}\mathbf P_a}{M_{a+1}},\qquad \mu_a=\frac{M_am_{a+1}}{M_{a+1}}.$$

The change from $(\mathbf P_a,\mathbf p_{a+1})$ to $(\mathbf P_{a+1},\mathbf q_a)$ has determinant $(M_a+m_{a+1})/M_{a+1}=1$ for each Cartesian component. It splits the kinetic energy as

$$\frac{P_a^2}{2M_a}+\frac{p_{a+1}^2}{2m_{a+1}}=\frac{P_{a+1}^2}{2M_{a+1}}+\frac{q_a^2}{2\mu_a}.$$

Repeating this down to $\mathbf P_n=0$ gives $T=\sum_a q_a^2/2\mu_a$.

If the interaction has short range, the leading amplitude at small momenta is a polynomial in them. The lowest polynomial with the angular dependence of orbital momentum $l_a$ is of degree $l_a$, so the squared amplitude starts as $\prod_aq_a^{2l_a}$ times a constant and an angular function. Choose that function to average to one. Each Gaussian integral changes to

$$\int d^3q\,q^{2l}e^{-bq^2/2\mu}=\Big(\frac{2\pi\mu}b\Big)^{3/2}\Big(\frac{2\mu}{b}\Big)^{l}\,\frac{\Gamma(l+\frac32)}{\Gamma(\frac32)} .$$

With $L=\sum_al_a$, the transform now falls as $b^{-k-L}$. Inverting it and dividing by the unweighted result gives the phase-space average

$$\boxed{\Big\langle\prod_aq_a^{2l_a}\Big\rangle\simeq T^L\,\frac{\Gamma(k)}{\Gamma(k+L)}\prod_a(2\mu_a)^{l_a}\frac{\Gamma(l_a+\frac32)}{\Gamma(\frac32)}}$$

The rate integral therefore grows as $T^{(3n-5)/2+L}$. For a single $l_a=1$ the average is $2\mu_aT\cdot\frac32/k=2\mu_aT/(n-1)$: each relative motion carries an equal mean share of the kinetic energy.

Here $L$ is the sum of the relative orbital momenta, which can differ from the total orbital angular momentum. The three-body amplitude $\mathbf q_1\times\mathbf q_2$ is a vector, so its total orbital momentum is one. But it is quadratic in the momenta and has $l_1=l_2=1$. Its square averages over angles to $\frac23q_1^2q_2^2$, and the power is $2+2=4$.

Particle exchange can force such factors. For two identical fermions in the same spin state, the amplitude is odd under exchange of their momenta. If it is otherwise unconstrained, it starts linearly in $\mathbf p_1-\mathbf p_2$ and costs one power of $T$.

## Four leptons: reading the correction

For $\mu^+\mu^-\tau^+\tau^-$ the masses are $m_\mu=105.66$ MeV and $m_\tau=1776.86$ MeV, and $M=3765.04$ MeV. With $n=4$ and $T=10$ MeV the leading formula gives

$$\Phi_4\simeq\frac{(2\pi)^{-7/2}}{16}\,\frac{105.66\times1776.86}{3765.04^{3/2}}\,\frac{10^{7/2}}{\Gamma(9/2)}\ \text{MeV}^4=0.02221\ \text{MeV}^4.$$

The correction coefficient is

$$c=\frac1{12}\Big(\frac2{105.66}+\frac2{1776.86}-\frac1{3765.04}\Big)-\frac{3}{2\times3765.04}=1.251\times10^{-3}\ \text{MeV}^{-1}.$$

The largest term, $1.577\times10^{-3}\ \text{MeV}^{-1}$, comes from the two muon masses; the terms in $1/M$ reduce the sum. For comparison, the relativistic integral can be built up one particle at a time. Grouping the first $n-1$ particles into a system of squared mass $s'$ gives

$$\Phi_n(s)=\int\frac{ds'}{2\pi}\,\Phi_2(s;\sqrt{s'},m_n)\,\Phi_{n-1}(s').$$

Gauss–Legendre quadrature of this recursion yields the last column.

| $T$ (MeV) | leading (MeV⁴) | with $cT$ (MeV⁴) | relativistic (MeV⁴) |
|---|---|---|---|
| 10 | 0.02221 | 0.02249 | 0.02248 |
| 20 | 0.2513 | 0.2575 | 0.2575 |

The relativistic value exceeds the leading one by 1.2% at 10 MeV and by 2.5% at 20 MeV. With the first correction, the remaining difference is below 0.04% at both energies. Doubling $T$ multiplies the integral by 11.45, against $2^{7/2}=11.31$ from the leading power. For phase space alone, numerical integration is unnecessary here at the per cent level.

The second choice concerns the amplitude. For the muon pair $\mu_1=m_\mu/2$, so

$$\frac{\langle q_1^2\rangle}{m_\mu^2}\simeq\frac{T}{3m_\mu}=\frac{10}{3\times105.66}=0.0315 .$$

The relativistic integral, with $q_1$ taken in the rest frame of the pair, gives 0.0320. If the p-wave amplitude is $q_1/m_\mu$ times a number of order one, relative to the s wave, it adds about 3% to the rate. That is more than the phase-space correction. This estimate covers the muon pair only. The other relative momenta are larger: $\langle q_a^2\rangle\simeq2\mu_aT/3$ gives $0.53\,m_\mu^2$ for the tau pair and $0.12\,m_\mu^2$ for the motion between the two pairs. Whether terms linear in those momenta may be dropped depends on the momentum scale that divides them in the amplitude. The s-wave amplitude may itself contain a term of order $q^2$, which interferes with its constant part and also contributes at relative order $T$. Keeping $cT$ while dropping these terms does not give the rate to first order. The 3% is an order-of-magnitude guess, and the size and sign of the true change depend on the process. For tree-level $e^+e^-\to\mu^+\mu^-\tau^+\tau^-$ with photon exchange, the phase-space average of the squared amplitude at 10 MeV lies about 8% below its threshold value. Whether an s wave exists at all also depends on the process. The four leptons in relative s waves have even parity, so annihilation through a single photon starts with a p wave and costs one power of $T$; the s wave comes from the diagrams in which the electron line emits two photons.

## Two particles in tree-level QED

Here the amplitude can be followed as well. Consider $e^+e^-\to\gamma^*\to\mu^+\mu^-$, and the same process for a model pair of scalars with unit charge and the muon's mass $m$. Neglect the electron mass. Let $\mathbf n$ be the beam direction, $\mathbf q$ the final momentum and $\beta=2q/W$ the speed of each final particle. The electron trace, with incoming momenta $k_1,k_2$, is

$$L^{\mu\nu}=4\,[k_2^\mu k_1^\nu+k_2^\nu k_1^\mu-g^{\mu\nu}k_1\!\cdot k_2].$$

Since $\mathbf k_2=-\mathbf k_1$ and $k_1\!\cdot k_2=s/2$, its time components vanish and $L^{ij}=2s(\delta^{ij}-n^in^j)$. The muon trace has the same form with $k_1\!\cdot k_2$ replaced by $p_-\!\cdot p_++m^2=s/2$, so

$$H^{ij}=2s\,\delta^{ij}-8q^iq^j.$$

The contraction is $2s(4s-8q^2\sin^2\theta)$. The angular average of $\sin^2\theta$ is $2/3$, which gives $8s^2(1-\beta^2/3)$. Multiply by $e^4/s^2$ for the coupling and the photon propagator, and by $1/4$ for the initial spins:

$$\overline{|A|^2}_{\mu\mu}=2e^4\Big(1-\frac{\beta^2}3\Big).$$

The scalar current is $p_--p_+=(0,2\mathbf q)$. Its contraction is $8sq^2\sin^2\theta$, and the same factors give

$$\overline{|A|^2}_{\rm scalar}=\frac{4e^4q^2}{3s}=\frac{e^4\beta^2}{3}.$$

The muon amplitude tends to a constant, an s wave. The scalar amplitude is linear in $q$, a p wave. The cross section is $\sigma=\overline{|A|^2}\,\Phi_2/(2s)$ with $\Phi_2=\beta/8\pi$ and $e^4=16\pi^2\alpha^2$:

$$\sigma_{\mu\mu}=\frac{2\pi\alpha^2}{s}\,\beta\Big(1-\frac{\beta^2}3\Big),\qquad\sigma_{\rm scalar}=\frac{\pi\alpha^2}{3s}\,\beta^3 .$$

Let $\tau=T/m$. Then $s=4m^2(1+\tau/2)^2$ and $\beta^2=1-(1+\tau/2)^{-2}=\tau-\frac34\tau^2+\dots$. The factor $1/s$ contributes $-\tau$. The factors $\beta$ and $\beta^3$ contribute $-\frac38\tau$ and $-\frac98\tau$, and the muon bracket contributes $-\frac13\tau$. In total

$$\sigma_{\mu\mu}\simeq\frac{\pi\alpha^2}{2m^2}\,\tau^{1/2}\Big(1-\frac{41}{24}\tau\Big),\qquad \sigma_{\rm scalar}\simeq\frac{\pi\alpha^2}{12m^2}\,\tau^{3/2}\Big(1-\frac{17}{8}\tau\Big).$$

Phase space supplies $-\frac38\tau$ of each correction; the rest comes from the flux, the propagator and the currents.

At $T=1$ MeV, with $\alpha=0.0072974$ and $1\ \text{MeV}^{-2}=3.894\times10^{11}$ nb, the leading muon estimate is

$$\frac{\pi(0.0072974)^2}{2(105.66)^2}\sqrt{\frac1{105.66}}\ \text{MeV}^{-2}=7.29\times10^{-10}\ \text{MeV}^{-2}=284\ \text{nb}.$$

The scalar estimate is $\tau/6$ times this, or 0.448 nb. Numerical evaluation of the traces with the electron mass retained gives 279 nb and 0.439 nb, lower by 1.6% and 2.0%, as the linear terms predict.

## Where the tree-level law stops

The power law assumed a short-range interaction, but opposite charges attract through $-\alpha/r$. For slow particles of relative momentum $q\simeq m\beta$ and reduced mass $m/2$, the s-wave radial function obeys

$$u''+\Big(q^2-\frac{2\eta q}{r}\Big)u=0,\qquad\eta=-\frac{\alpha}{2\beta}.$$

The regular solution is

$$u=Nr\int_0^1dt\;e^{iqr(1-2t)}\,t^{i\eta}(1-t)^{-i\eta}.$$

Inserting it in the equation turns the integrand into $2iq$ times the $t$-derivative of $t(1-t)$ times the original integrand, which integrates to zero. At the origin $u'(0)=N|\Gamma(1+i\eta)|^2$. At large $r$ the two endpoints give a sine wave of amplitude $N|\Gamma(1+i\eta)|e^{\pi\eta/2}/q$. The free solution $\sin(qr)/q$ has unit slope at the origin. Equating the two amplitudes fixes $N$, and with $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$

$$u'(0)^2=\frac{\pi\eta\,e^{-\pi\eta}}{\sinh\pi\eta}=\frac{X}{1-e^{-X}},\qquad X=\frac{\pi\alpha}\beta .$$

The pair is created at distances of order $1/m$, much shorter than $1/q$, so this factor multiplies the s-wave rate. At $T=1$ MeV, $\beta=0.0969$, $X=0.236$ and the factor is 1.12. This 12% increase outweighs the 1.6% kinematic decrease, so at this energy the Coulomb factor should be included before the linear term. With real beams a still larger effect enters, which is not treated here. Photons radiated by the incoming $e^\pm$ can carry off the excess energy. In leading-logarithm approximation this multiplies the cross section by roughly $(T/m)^{\beta_e}$, with $\beta_e=(2\alpha/\pi)[\ln(s/m_e^2)-1]\approx0.05$, a reduction of about 20% at $T=1$ MeV.

The four-lepton rate is affected too. At $T=10$ MeV its tau pair has $\langle q^2\rangle\simeq m_\tau T/3$, so typically $\beta\approx\sqrt{T/3m_\tau}\approx0.043$ and $X\approx0.53$. At this speed the factor for that pair alone is about 1.3. Its average over phase space is about 1.4, because slower pairs are enhanced more. Either value is much larger than the corrections of several per cent found above. The other pairs attract or repel as well, so a rate accurate to a few per cent needs a Coulomb treatment of the whole state.

The parameter $X$ reaches one near $T=(\pi\alpha)^2m=0.056$ MeV. Well below that, the factor tends to $\pi\alpha/\beta$ and cancels the $\beta$ from phase space, leaving a nonzero cross section at threshold as long as radiation from the initial state is ignored. A pole of the amplitude close to threshold also spoils the law, because the amplitude then varies appreciably over the range $T$. Suppose that all interactions have short range, that there is no such pole, and that the amplitude does not vanish at threshold. (If it starts with orbital factors, the power is larger by $L$, as shown above.) For massive particles the power and its coefficient then hold once two conditions are met. First, $T$ must be small compared with the lightest mass and with any energy interval over which the amplitude varies. Second, the relative momenta, of order $\sqrt{2\mu T}$ for reduced mass $\mu$, must be small compared with the inverse range $\Lambda$ of the interaction. The second condition means $T\ll\Lambda^2/2\mu$, which for heavy particles is much stricter than $T\ll\Lambda$.
